# How smooth is the half-cosine atomic cutoff at its endpoint?

**Question**

I am computing vibrational modes of HCl adsorbed on an oxide, as left behind by a metal-chloride/water atomic layer deposition cycle. The energy model uses atom-centred descriptors with the cutoff

$$
f(r)=\begin{cases}\tfrac12\left[1+\cos(\pi r/R)\right], & 0\le r<R,\\[2pt] 0, & r\ge R.\end{cases}
$$

The function goes flat at $r=R$ and the forces look continuous. But when a neighbour sits at the cutoff distance, my finite-difference stiffness matches neither the value just inside nor the value just outside. How many derivatives of $f$ are really continuous at $R$? Does the answer matter for modes, for molecular dynamics, or for both?

**Answer**

**The cutoff near its endpoint**

Measure the distance inward from the endpoint, $x=R-r$, with $x>0$ inside. Since $\cos(\pi-\pi x/R)=-\cos(\pi x/R)$,

$$
f(R-x)=\tfrac12\left[1-\cos\frac{\pi x}{R}\right]=\sin^2\frac{\pi x}{2R}
=\frac{\pi^2x^2}{4R^2}+O(x^4).
$$

The inside branch arrives as a parabola, while the outside branch is a flat line. They can share a value and a slope, but not a curvature. To establish this at the point $R$ itself, take the derivatives from their definition.

*Value.* As $x\to0^+$, $\sin^2(\pi x/2R)\to0=f(R)$, so $f$ is continuous.

*First derivative.* The difference quotient from outside is zero. From inside it is

$$
\frac{f(R-x)-f(R)}{-x}=-\frac{\sin^2(\pi x/2R)}{x}\longrightarrow 0,
$$

because the numerator is of order $x^2$. Hence $f'(R)$ exists and is zero. For $r<R$,

$$
f'(r)=-\frac{\pi}{2R}\sin\frac{\pi r}{R}
\quad\Rightarrow\quad
f'(R-x)=-\frac{\pi}{2R}\sin\frac{\pi x}{R}\longrightarrow0 ,
$$

so $f'$ is also continuous at $R$.

*Second derivative.* Apply the same test to $f'$. From outside the quotient is again zero. From inside,

$$
\frac{f'(R-x)-f'(R)}{-x}=\frac{\pi}{2R}\,\frac{\sin(\pi x/R)}{x}
\longrightarrow\frac{\pi}{2R}\cdot\frac{\pi}{R}=\frac{\pi^2}{2R^2}.
$$

The one-sided limits differ, so $f''(R)$ does not exist. Differentiating the inside branch twice gives $f''(r)=-(\pi^2/2R^2)\cos(\pi r/R)$, which tends to the same value $\pi^2/(2R^2)$, whereas $f''=0$ for $r>R$. The second derivative is therefore discontinuous, with a jump (inside minus outside) of

$$
\Delta f''=\frac{\pi^2}{2R^2}.
$$

Doubling $R$ divides this jump by four but does not remove it at any finite $R$.

**From the cutoff to the energy**

Take descriptors and a total energy of the form

$$
G_i=\sum_{j\ne i} g(r_{ij})f(r_{ij}),\qquad g(r)=e^{-\eta r^2},\qquad E=\sum_iF(G_i),
$$

with $F$ twice continuously differentiable. Let one pair, atoms 1 and 2, cross $r=R$, with no other pair at its cutoff. Write $\phi=gf$. Then

$$
\phi'=g'f+gf',\qquad \phi''=g''f+2g'f'+gf''.
$$

At $R$ both $f$ and $f'$ vanish, so $\phi$ and $\phi'$ are continuous and $\phi''$ jumps by $g(R)\,\Delta f''$.

The second derivative of $F(G_i)$ along any coordinate is $F''(G_i)(G_i')^2+F'(G_i)G_i''$. Its first term contains only continuous quantities. Both atoms see the pair, so the stiffness jump is

$$
K=\left[F'(G_1)+F'(G_2)\right]g(R)\,\frac{\pi^2}{2R^2}.
$$

It can have either sign, and it vanishes if the bracket happens to vanish.

In three dimensions let $\mathbf u$ be the unit vector along the pair. The Hessian of $\phi(r)$ with respect to the moving atom is

$$
\phi''\,\mathbf u\mathbf u^{T}+\frac{\phi'}{r}\left(\mathbf 1-\mathbf u\mathbf u^{T}\right).
$$

The transverse part is continuous because $\phi'$ is. The moving atom's Hessian block therefore jumps by $K\mathbf u\mathbf u^T$: stiffness changes along the line joining the atoms, not across it.

I tested this tensor form with $R=0.60$ nm, $\eta=4$ nm$^{-2}$ and $F(G)=A\tanh G$, $A=0.60$ eV. Three atoms were fixed at $(0,0,0)$, $(0.25,-0.05,0.10)$ and $(0.10,0.30,-0.05)$ nm, and a fourth crossed the first atom's cutoff along $\mathbf u=(0.60,0.64,0.48)$. The formula gives $K=3.133$ eV/nm$^2$. The Hessian jump computed from energies has the same trace to these digits, and each of its elements agrees with $K\mathbf u\mathbf u^T$ within 0.002 eV/nm$^2$.

**Why your finite difference matches neither side**

Let $K$ be the pair stiffness just inside and let $E_0$ be the constant pair energy outside. For a small step $h$, $E(R+h)=E(R)=E_0$ and $E(R-h)\simeq E_0+\tfrac12Kh^2$. Therefore

$$
\frac{E(R+h)-2E(R)+E(R-h)}{h^2}\simeq\frac K2 .
$$

The stencil averages two different curvatures. Until round-off takes over, making $h$ smaller brings the result closer to $K/2$, which is still not a second derivative.

**Numbers for an HCl pair**

Keep the same $R$, $\eta$ and $F$, and give each of the two centres a background $G_0=1$ from its other neighbours. Treat HCl as a rigid point mass of about 36.5 u moving along the line to a fixed partner molecule. Then

$$
\Delta f''=\frac{\pi^2}{2(0.60)^2}=13.71\ \text{nm}^{-2},\qquad
F'(G_0)=\frac{0.60}{\cosh^2 1}=0.252\ \text{eV},\qquad g(R)=e^{-1.44}=0.2369,
$$

$$
K=2(0.252)(0.2369)(13.71)=1.64\ \text{eV/nm}^2=0.262\ \text{N/m}.
$$

One-sided energy differences give 1.64 eV/nm$^2$ inside and zero outside. The central difference at $R$ gives 0.819 eV/nm$^2$, half the jump.

Now add a site spring $k_0$ corresponding to a soft mode of 10 meV, $k_0=M\omega^2=87.3$ eV/nm$^2$, and hold it fixed while comparing the two sides. The jump is 1.87% of $k_0$, so a site just inside the cutoff has the harmonic mode energy

$$
10\sqrt{1+0.0187}=10.09\ \text{meV},
$$

against 10 meV just outside.

If the minimum lies at $R$, it stays there, because the pair force vanishes at $R$. A small oscillation then spends one half-period on each side:

$$
t_{\rm out}=\pi\sqrt{\frac{M}{k_0}}=206.8\ \text{fs},\qquad
t_{\rm in}=\pi\sqrt{\frac{M}{k_0+K}}=204.9\ \text{fs}.
$$

Integrated trajectories reproduce both values. The full period corresponds to $2\pi\hbar/(t_{\rm in}+t_{\rm out})=10.05$ meV. This is an oscillation frequency, but no single Hessian at the minimum defines it.

**What it does to molecular dynamics**

Consider one velocity-Verlet step of duration $\Delta t$ and length $s\simeq v\Delta t$, with the pair force alone. The atom starts a distance $\theta s$ inside $R$ and ends outside, with $0<\theta<1$. Near $R$ the inside energy is $\tfrac12Kx^2$ above $E_0$, so the outward force is $-dE/dr=+Kx$. The initial and final forces are $F_0=K\theta s$ and $F_1=0$.

The velocity update is $v_1-v_0=(F_0+F_1)\Delta t/2M$. Hence the kinetic energy changes by

$$
\frac M2(v_1-v_0)(v_1+v_0)\simeq\frac{F_0+F_1}{2}\,s=\frac{K\theta s^2}{2},
$$

where replacing $(v_1+v_0)\Delta t/2$ by $s$ requires $K\Delta t^2/M\ll1$. The potential energy changes by $-\tfrac12K\theta^2s^2$. The sum should be zero but is

$$
\delta E\simeq\frac{Ks^2}{2}\,\theta(1-\theta),
$$

which is largest at $\theta=1/2$, where it equals $Ks^2/8$.

For an inward step starting $\theta s$ outside, the initial force is zero and the final one is $K(1-\theta)s$, opposing the motion. The two energy changes are $-\tfrac12K(1-\theta)s^2$ and $+\tfrac12K(1-\theta)^2s^2$, which add to $-\tfrac12Ks^2\theta(1-\theta)$: the same size with the opposite sign.

At 500 K take $v=\sqrt{k_BT/M}$ and $\Delta t=1$ fs, so $s=0.3375$ pm. Then $Ks^2/8=23$ neV, and an actual Verlet step crossing at its midpoint gives the same value. This is about $5\times10^{-7}$ of $k_BT=43$ meV. Since $s^2\propto1/M$, the figure depends on which mass crosses. With atom-centred descriptors a hydrogen atom crosses on its own, and for the same $K$ the error is about 36 times larger, 0.85 μeV or $2\times10^{-5}\,k_BT$, still small. For these parameters the defect is a concern for Hessians and modes, while the energy error of a single crossing is tiny. A good energy-conservation record is therefore no evidence that the Hessian is continuous.

**A smoother replacement**

Squaring the cutoff gives

$$
f^2=\sin^4\frac{\pi x}{2R}=\frac{\pi^4x^4}{16R^4}+O(x^6).
$$

Its first three derivatives vanish at the endpoint from inside, matching the outside. The fourth jumps by $4!\,\pi^4/(16R^4)=3\pi^4/(2R^4)$. In the four-atom cluster above, the largest element of the Hessian jump drops to about $5\times10^{-6}$ eV/nm$^2$, the residue of the finite differences.

The price is a changed descriptor: at $r=R/2$ the weight falls from 0.5 to 0.25. An $F$ fitted with $f$ must be refitted before it is used with $f^2$.

**How far the example can be trusted**

The cutoff radius, the temperature and the 10 meV mode are round illustrative inputs. $A$, $\eta$ and $G_0$ are round model values, not a fit to HCl on any oxide, so $K$ illustrates a scale.

The example also assumes a single crossing pair, which a real surface need not respect. The thermal rms amplitude in the site spring is $\sigma=\sqrt{k_BT/k_0}=0.022$ nm. With roughly 80 oxide atoms per nm$^3$ filling a half-space, the hemispherical shell within $\sigma$ of the cutoff holds about

$$
80\times2\pi R^2\times2\sigma\approx8\ \text{atoms}.
$$

If each had the same $K$ and all switched together, the stiffness along one direction would change by about $8K/3=4.4$ eV/nm$^2$, since the squared direction cosine averages to $1/3$ over a hemisphere. That is 5% of $k_0$ instead of 1.87%. For the same atoms and the same magnitude of $K$, partial switching or mixed signs would reduce the size of this change. The estimate also depends on where the adsorbate sits. The hemisphere puts it in the surface plane. At a height of 0.3 nm the shell is a cap of half the area, about 4 atoms, and the squared direction cosine averages to 0.58 along the normal and 0.21 in the plane, giving about 3.8 and 1.4 eV/nm$^2$ for the same $K$. Nor is $K$ fixed, because $F'(G)=A/\cosh^2G$ saturates. Summing this descriptor over the half-space at this density, with neighbours beyond about 0.2 nm, gives $G\approx3.6$ for a centre in the surface plane and $G\approx0.4$ at 0.3 nm height, so $K$ for a pair with a surface atom runs from about 0.01 to about 1.6 eV/nm$^2$. The 5% is a scale, not a prediction.

Three other effects can be estimated with the same parameters:

- The thermal motion is not infinitesimal. Expanding $g(R-x)\simeq g(R)(1+2\eta Rx)$ gives a pair energy $\tfrac12K(x^2+2\eta Rx^3)$ and a stiffness $K(1+6\eta Rx)$. At $x=\sigma$ this is about 2.2 eV/nm$^2$, as the full model also gives, so the harmonic shift above is a small-amplitude result.
- The cutoff discards real long-range forces. Two collinear, aligned dipoles of roughly 1.1 D, unscreened, have energy $V=-7$ meV at $R$. Since $V\propto r^{-3}$, their stiffness is $12V/R^2=-0.23$ eV/nm$^2$, about one seventh of the artificial jump and of opposite sign.
- Quantum motion raises the mean-square amplitude of the 10 meV mode by about 0.45% over its classical value at 500 K, which is negligible here.

The numerical output below lists the values for the rigid-HCl example with $G_0=1$ and the hemispherical shell.

## Table of computed values

```
Inside curvature limit of cutoff: pi**2/(2*R**2)
Fourth-derivative jump of squared cutoff: 3*pi**4/(2*R**4)
Cutoff radius R: 0.6 nm
Gaussian exponent eta: 4 nm^-2
Atomic energy scale A: 0.6 eV
Background descriptor G0: 1
HCl mass (rough): 36.5 u
Site mode energy outside R (rough): 10 meV
Temperature: 500 K
Time step: 1 fs
Curvature jump of cutoff: 13.71 nm^-2
Sensitivity F'(G0) per centre: 0.252 eV
Gaussian factor at R: 0.2369
Stiffness jump K, formula: 1.6368 eV/nm^2
Stiffness jump K, formula: 0.2622 N/m
Stiffness just inside, from energies: 1.6368 eV/nm^2
Stiffness just outside, from energies: 0.0e+00 eV/nm^2 (magnitude)
Central difference at R: 0.81878 eV/nm^2
Cluster jump K, formula: 3.1327 eV/nm^2
Cluster jump, trace of Hessian jump: 3.1327 eV/nm^2
Largest Hessian jump, squared cutoff: 4.7e-06 eV/nm^2
Cutoff at R/2: 0.5
Squared cutoff at R/2: 0.25
Site stiffness k0: 87.32 eV/nm^2
Relative stiffness jump K/k0: 1.87 %
Half-period outside: 206.78 fs
Half-period inside: 204.87 fs
Mode energy inside R: 10.093 meV
Mode energy, minimum exactly at R: 10.046 meV
Thermal energy kT: 43.09 meV
Thermal step length s: 0.3375 pm
Largest Verlet error K s^2/8: 23.3 neV
Verlet error found at mid-step crossing: 23.3 neV
Thermal rms amplitude: 0.0222 nm
Pair stiffness one amplitude inside R: 2.18 eV/nm^2
Oxide atomic density (rough): 80 nm^-3
Oxide atoms within one amplitude of sphere: 8
Stiffness change if all switched: 4.4 eV/nm^2
HCl dipole (rough): 1.1 D
Dipole pair energy at R: -7 meV
Dipole pair stiffness at R: -0.23 eV/nm^2
Quantum/classical mean-square amplitude: 1.0045
```
